Why a hydroxyl forces a zero-energy state and an epoxide need not

**Question.** A graphene flake has as many carbons on sublattice A as on B. In nearest-neighbour hopping, one hydroxyl always gives it a pi state at zero energy, while an epoxide, which takes one carbon from each sublattice, does not force one. Why? And is a flake with an epoxide then free of zero-energy states on every bond?

**Answer.** A hydroxyl leaves one sublattice with more amplitudes to choose than equations to restrict them. An epoxide removes one equation and one amplitude together, so counting alone no longer decides. What decides then is how the remaining carbons can be paired by double bonds.

**The model**

The flake is a hole-free set of fused hexagons with N carbons on each sublattice, and its edge carbons are saturated with hydrogen. Each carbon carries one pi orbital, with its site energy taken as zero. Electrons hop with amplitude −t, t > 0, between bonded carbons, which lie on opposite sublattices. A carbon that adds a bond to oxygen while keeping its three other bonds becomes sp3 and leaves the pi system; here its orbital is simply deleted. Oxygen that replaces an edge hydrogen, or an epoxide whose C–C bond opens into an ether, is not described by this model.

Let M have one row per A carbon and one column per B carbon, with entry 1 for a bond and 0 otherwise. With amplitudes φ on A and ψ on B, a state of energy E obeys

−t Mψ = Eφ,  −t Mᵀφ = Eψ.

At E = 0 the two sublattices decouple. A zero state on B needs Mψ = 0: around every A carbon, the neighbouring B amplitudes sum to zero. Counting both sublattices,

number of zero states = N_A + N_B − 2 rank M.

**One hydroxyl: a missing equation**

Put the hydroxyl on an A carbon called a. (For a B carbon, exchange the names.) Row a disappears, leaving N − 1 equations for N amplitudes on B. Such a homogeneous system has a nonzero solution whatever the shape of the flake.

If M is invertible, the remaining N − 1 rows are independent, so there is one zero state. Its form follows from restoring the deleted equation with a nonzero right-hand side:

Mx = e_a, so x = M⁻¹e_a,

where e_a is 1 in row a and 0 elsewhere. The vector x satisfies every equation except the deleted one, and that one reads

Σ x_b = 1, summed over the neighbours b of a.

The state therefore has weight on at least one carbon next to the hydroxyl.

The cause is sublattice imbalance and not an odd number of sites. Two hydroxyls on the same sublattice leave an even number of sites, but N − 2 equations for N amplitudes, hence at least two zero states.

**An epoxide: the amplitude goes too**

Now delete a neighbour b of a as well. A zero state on the remaining B carbons is a solution of the hydroxyl problem that vanishes on b. For invertible M the only candidate is x, so it survives only if x_b = 0. The second C–O bond removes the zero state when it lands where that state has weight.

To find x_b, let M_ab be M without row a and column b. The cofactor formula for an inverse gives

|x_b| = |det M_ab| / |det M|.

Both determinants count Kekulé structures, that is, ways of pairing all carbons by double bonds. Each nonzero term of det M pairs every A carbon with its own bonded B carbon, so it is one Kekulé structure with a sign. The signs must be shown to agree.

Superpose two Kekulé structures. They differ along closed cycles on which their double bonds alternate. Let one cycle have l carbons and enclose h hexagons and v further carbons. The cycle carbons are paired along the cycle and no bond crosses it, so the enclosed carbons are paired among themselves and v is even. Counting hexagon sides counts inner bonds twice and cycle bonds once. With n bonds in all,

6h = 2n − l, so n = 3h + l/2.

Euler's relation, carbons − bonds + hexagons = 1, becomes

(l + v) − (3h + l/2) + h = 1,

l/2 = 1 + 2h − v.

Since v is even, l/2 is odd. Passing from one structure to the other along this cycle permutes the partners of l/2 A carbons cyclically. A cyclic permutation of odd length is even, so the sign does not change. All terms add, and

|det M| = K,

the number of Kekulé structures.

Any pairing of the flake without a and b becomes a Kekulé structure of the whole flake when the double bond ab is added. The terms of det M_ab are thus, up to one common sign, terms of det M, and they cannot cancel either:

|det M_ab| = K_ab,

the number of Kekulé structures in which ab is double. Since M_ab is square, the criterion is:

An epoxide on ab leaves no zero state if and only if ab is double in at least one Kekulé structure.

For K > 0 the common sign also gives x_b = K_ab/K. The sum rule Σ x_b = 1 then says that a is double-bonded to one neighbour in each structure. Every carbon consequently has at least one bond whose epoxide leaves no zero state. Unequal positive hoppings change the size of the terms but not their signs, so the criterion stands.

**Where the epoxide fails to clear the zero level**

Take five hexagons arranged as two fused pairs joined by two bonds, which close the central hexagon. Each pair has five A and five B carbons, and both joining bonds start from the same sublattice of the upper pair. If one or both were double, the upper pair would keep unequal numbers of A and B carbons to pair internally, which is impossible. The joining bonds are single in all K = 9 structures. Of the 24 bonds, these 2 are the ones on which an epoxide leaves zero states.

Equal sublattices do not even guarantee a Kekulé structure. Two triangles of six hexagons sharing a corner hexagon form a balanced bow-tie of 38 carbons with K = 0 and two zero states before oxidation. An epoxide on any of its 48 bonds leaves zero states. A hydroxyl leaves one or three: M has rank 18, deleting a row leaves rank 18 or 17, and 37 − 2 rank is 1 or 3.

**Benzene, by hand**

Benzene has K = 2, and each bond is double in one structure, so x_b = 1/2. A hydroxyl leaves an open chain of five carbons, an epoxide a chain of four. On a chain of m sites, amplitudes sin(jθ) vanish at the missing sites j = 0 and j = m + 1 if θ = kπ/(m + 1), with k = 1, …, m. From sin((j−1)θ) + sin((j+1)θ) = 2 cos θ sin(jθ),

E_k = −2t cos[kπ/(m + 1)].

With t = 2.7 eV, five sites give 0, ±2.700 and ±4.677 eV. Four sites give ±1.669 and ±4.369 eV, with no level at zero.

**A 54-carbon flake**

Consider a hexagonal flake of 54 carbons, 1.24 nm across between its farthest carbons, with t = 2.7 eV and bond length 0.142 nm. Its pristine gap is 1.847 eV and K = 980. Let a lie on the central ring. Its three bonds are double in 364, 364 and 252 structures, which add up to 980. For either ring neighbour,

x_b = 364/980 = 0.371.

After normalisation, the three neighbours hold 0.129 + 0.129 + 0.062 ≈ 0.32 of the zero state; the rest is spread over other B carbons.

The hydroxyl uses one carbon electron for its bond, leaving 53 pi electrons on 53 sites. The spectrum is symmetric about zero, because reversing the sign of φ turns E into −E. So 26 levels below zero are filled and one electron occupies the zero level: the flake is a radical. An epoxide on a ring bond leaves 52 electrons in 26 filled levels and a gap of 1.453 eV, about 56 times the thermal energy at 300 K. Every one of the 72 bonds of this flake passes the criterion, but the gap depends on the bond and runs from 0.66 to 1.72 eV.

The levels next to the hydroxyl's zero state lie at ±0.924 eV, the pristine band edges. Diagonalising the pristine flake shows that each edge is doubly degenerate. Some combination of two degenerate states vanishes on a and does not notice its removal, so a level stays at each edge. Nothing else can come closer to zero: when one site is deleted, the new levels interlace with the old ones, which leaves room for only one level between the two edges, and that is the zero state.

**What moves the level in a real flake**

The values of t and the bond length are roughly those of graphene. The parameters below are round values of plausible size, not fitted to a particular hydroxyl, and each effect is added alone.

*Finite C–O bond.* Keep carbon a and couple it by V to an oxygen hybrid of energy ε. If ε = 0, the hybrid acts as an extra B site and the zero state persists. With B amplitudes x and hybrid amplitude c, the equation on a reads −t Σx_b + Vc = 0, so c = t/V. The weight on the hybrid is

p = (t/V)² / [|x|² + (t/V)²],

and to first order E = εp. Reversing the amplitudes on A maps the spectrum at ε onto minus that at −ε, so E is odd in ε and the next correction is cubic. For V = 5.4 eV and ε = −3.0 eV, p = 0.189 and εp = −0.567 eV; diagonalisation gives −0.489 eV. With each epoxide carbon bound to its own such hybrid, the epoxide gap falls to 1.016 eV.

*Hopping within a sublattice.* An amplitude −t₂ between second neighbours breaks the decoupling on which the counting rests. For t₂ = 0.27 eV the hydroxyl level moves to 0.479 eV. The pristine mid-gap moves as well, and relative to it the level lies at −0.137 eV. The epoxide gap hardly changes, at 1.445 eV. Reversing the sign of t₂ reverses the spectrum, so the level then lies at +0.137 eV from mid-gap and the epoxide gap is the same. The LDA pi levels of benzene point to that reversed sign, t₂ ≈ −0.19 eV, so only the size of this shift should be read from the example.

*Electron repulsion.* Let ψ now be normalised. With the unpaired electron spin-up, the symmetric spectrum gives site densities (1 ± ψ_i²)/2 for the two spins. In mean field an on-site repulsion U shifts each spin by U times the opposite density minus one half, so the zero level shifts by ∓(U/2)Σψ_i⁴. The first-order splitting is

UΣψ_i⁴ = 3.0 eV × 0.0773 = 0.232 eV.

Self-consistency raises it to 0.322 eV. Long-range repulsion and correlation beyond mean field are left out.

*Distorted bonds.* Changing the A–B hoppings leaves the counting intact, so the hydroxyl level stays at zero. In 200 random samples with hoppings varied by up to 10%, the epoxide gap ranged from 1.203 to 1.687 eV. This is the spread of uncorrelated samples, not a bound: concerted changes within the same 10% reach 0.73 and 2.01 eV.

With these parameters, each effect taken alone leaves the hydroxyl's singly occupied level inside the gap. For a on the central ring, the finite C–O bond displaces it most, by about half an eV from the centre. The shifts depend on the site: at the outermost edge carbons the repulsion moves the occupied level by −0.43 eV and the C–O bond by −0.37 eV. The effects were not combined, and other parameters would give other shifts. Full relaxation of the geometry is not included. The numerical output below lists the Kekulé and zero-state counts for all four flakes, and the gaps and level shifts for the 54-carbon flake.

Computed results

```
hopping t = 2.70 eV, bond = 0.142 nm
benzene: 6 carbons, K = 2, pristine zero states = 0
  zero states after one hydroxyl: min 1, max 1
  bonds: 6; epoxide leaves zero states on 0
54-carbon flake: 54 carbons, K = 980, pristine zero states = 0
  zero states after one hydroxyl: min 1, max 1
  bonds: 72; epoxide leaves zero states on 0
five-hexagon flake: 20 carbons, K = 9, pristine zero states = 0
  zero states after one hydroxyl: min 1, max 1
  bonds: 24; epoxide leaves zero states on 2
bow-tie flake: 38 carbons, K = 0, pristine zero states = 2
  zero states after one hydroxyl: min 1, max 3
  bonds: 48; epoxide leaves zero states on 48
benzene + hydroxyl levels (eV): -4.677 -2.700 0.000 2.700 4.677
benzene + epoxide levels (eV): -4.369 -1.669 1.669 4.369
54-carbon flake, largest C-C distance = 1.24 nm
pristine gap = 1.847 eV
hydroxyl: zero level |E| < 1e-9 eV, next levels = +-0.924 eV
epoxide: gap = 1.453 eV
  neighbour (epoxide partner): K_ab = 364, x_b = 0.3714, weight = 0.1286
  neighbour: K_ab = 364, x_b = 0.3714, weight = 0.1286
  neighbour: K_ab = 252, x_b = 0.2571, weight = 0.0616
zero-state weight on the three neighbours = 0.319
two hydroxyls on one sublattice: 2 zero states
10% bond modulation, 200 samples: epoxide gap 1.203 to 1.687 eV
finite C-O bond: V = 5.4 eV, eps = -3.0 eV
  oxygen weight p = 0.189, first-order level = -0.567 eV
  hydroxyl level = -0.489 eV, neighbours -0.924 and 0.924 eV
  epoxide gap = 1.016 eV
second-neighbour hopping t2 = 0.27 eV
  hydroxyl level: first order 0.480 eV, full 0.479 eV
  relative to pristine mid-gap = -0.137 eV
  epoxide gap = 1.445 eV
on-site repulsion U = 3.0 eV, sum psi^4 = 0.0773
  spin splitting: first order 0.232 eV, mean field 0.322 eV
thermal energy at 300 K = 0.0259 eV; epoxide gap / kT = 56.2
```
